\section*{The primitive-cell k-points equivalent to a supercell sampling, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

A distortion energy, and the energy of a neutral defect up to reservoir terms for atoms added or removed, is a difference between a supercell of $N$ primitive cells, sampled at a few points $\mathbf K$, and $N$ times a bulk energy from the primitive cell. One has to decide on which $\mathbf k$-points the bulk reference is evaluated. If it is evaluated on exactly the points that the supercell sampling represents, the perfect crystal cancels identically in the difference, given the same basis, a lattice-periodic one-particle Hamiltonian and occupations that are the same function of the eigenvalue on both sides, with one Fermi level for all folded points (for self-consistent solutions see Remark 4); on any other set, the difference of the two sampling errors per cell enters $N$ times. In the model of Section~\ref{sec:example} the mean of the lower band in a four-cell cube sampled at $\mathbf K=0$ lies $0.31$ eV above that of a dense mesh; this is the band-energy error per primitive cell for one electron per cell, and it doubles if the band holds both spins. The theorem below lists the equivalent points for any supercell and shows that the equivalence is exact, matrix by matrix.

\section{Conventions and statement}

Hartree atomic units are used, and vectors are rows. The primitive vectors $\mathbf a_i$ are the rows of $A$, and $L=\mathbb Z^3A$. The reciprocal vectors $\mathbf b_i$ are the rows of $B=2\pi A^{-T}$, so that $BA^T=2\pi I$, and $L^*=\mathbb Z^3B$. The supercell is $A_s=SA$ with $S$ an integer matrix and $N=|\det S|\neq0$; its lattices are $L_s=\mathbb Z^3A_s$ and $L_s^*=\mathbb Z^3B_s$ with $B_s=2\pi A_s^{-T}$. A wave vector $\mathbf k$ \emph{folds onto} $\mathbf K$ if $e^{i\mathbf k\cdot\mathbf T}=e^{i\mathbf K\cdot\mathbf T}$ for all $\mathbf T\in L_s$, that is, if a Bloch wave of wave vector $\mathbf k$ obeys the supercell boundary condition $\mathbf K$. An integer matrix of determinant $\pm1$ is called unimodular; its inverse, the adjugate divided by $\pm1$, is integer, so it maps $\mathbb Z^3$ one-to-one onto itself.

The one-particle basis is $|\mathbf R,\mu\rangle$, with $\mathbf R\in L$ and $\mu=1,\dots,n_b$. The physical assumption is invariance under $L$:
\begin{equation}
\langle\mathbf R,\mu|H|\mathbf R',\nu\rangle=h_{\mu\nu}(\mathbf R'-\mathbf R),\qquad
\langle\mathbf R,\mu|\mathbf R',\nu\rangle=o_{\mu\nu}(\mathbf R'-\mathbf R),
\label{eq:inv}
\end{equation}
with $h$ and $o$ absolutely summable, so that lattice sums may be reordered. A state $\sum c_\nu(\mathbf R')|\mathbf R',\nu\rangle$ of energy $E$ obeys $\sum_{\mathbf R'}[h-Eo](\mathbf R'-\mathbf R)\,c(\mathbf R')=0$ for every $\mathbf R$. Inserting $c(\mathbf R')=e^{i\mathbf k\cdot\mathbf R'}c$ and dividing by $e^{i\mathbf k\cdot\mathbf R}$ gives $H(\mathbf k)c=E\,O(\mathbf k)c$ with
\begin{equation}
H(\mathbf k)=\sum_{\mathbf R\in L}e^{i\mathbf k\cdot\mathbf R}h(\mathbf R),
\label{eq:Hk}
\end{equation}
and $O(\mathbf k)$ likewise; both are periodic under $L^*$. For the supercell, choose one representative $\mathbf t$ in each class of $L/L_s$, so that every $\mathbf R'$ is uniquely $\mathbf T+\mathbf t'$. Inserting $c(\mathbf T+\mathbf t')=e^{i\mathbf K\cdot\mathbf T}c_{\mathbf t'}$ in the row $\mathbf R=\mathbf t$ gives $H_s c=E\,O_sc$ with
\begin{equation}
H_s(\mathbf K)_{\mathbf t\mu,\mathbf t'\nu}=\sum_{\mathbf T\in L_s}e^{i\mathbf K\cdot\mathbf T}h_{\mu\nu}(\mathbf T+\mathbf t'-\mathbf t).
\label{eq:Hs}
\end{equation}

\paragraph{Theorem.} Let $USV=D=\mathrm{diag}(d_1,d_2,d_3)$ with $U,V$ unimodular and $d_1|d_2|d_3$ positive.
\begin{enumerate}
\item[(a)] Modulo $L^*$, exactly $N$ wave vectors fold onto $\mathbf K$. They are $\mathbf K+\mathbf g$ with $\mathbf g$ in the group $\mathcal G=L_s^*/L^*$.
\item[(b)] $\mathcal G\cong\mathbb Z_{d_1}\times\mathbb Z_{d_2}\times\mathbb Z_{d_3}$, with elements
\begin{equation}
\mathbf g_n=nD^{-1}V^TB,\qquad 0\le n_i<d_i .
\label{eq:gn}
\end{equation}
\item[(c)] Under assumption \eqref{eq:inv} the matrix
\begin{equation}
W_{\mathbf t\mu,\mathbf g\nu}=N^{-1/2}e^{i(\mathbf K+\mathbf g)\cdot\mathbf t}\,\delta_{\mu\nu}
\label{eq:W}
\end{equation}
is unitary, $W^\dagger H_s(\mathbf K)W=\bigoplus_{\mathbf g}H(\mathbf K+\mathbf g)$, and $W^\dagger O_s(\mathbf K)W=\bigoplus_{\mathbf g}O(\mathbf K+\mathbf g)$.
\end{enumerate}

\section{The lattices and the group}

\paragraph{Lemma 1.} $e^{i\mathbf x\cdot\mathbf T}=1$ for all $\mathbf T\in L_s$ if and only if $\mathbf x\in L_s^*$; the same holds for $L$ and $L^*$. Moreover $B_s=S^{-T}B$ and $L^*\subset L_s^*$.

\emph{Proof.} Write $\mathbf x=\xi B_s$ and $\mathbf T=pA_s$ with $p$ integer. Then $\mathbf x\cdot\mathbf T=\xi B_sA_s^Tp^T=2\pi\,\xi\cdot p$. For integer $\xi$ the phase is 1; conversely, unit vectors $p$ force each $\xi_i$ to be an integer. Next, $B_s=2\pi(SA)^{-T}=2\pi(A^{-1}S^{-1})^T=S^{-T}B$, because transposition reverses the order of a product. Hence $B=S^TB_s$, and each $\mathbf b_i$ is an integer combination of the rows of $B_s$. $\square$

\paragraph{Lemma 2 (Smith normal form).} Matrices $U,V,D$ as in the theorem exist, and $d_1$ is the gcd of the entries of $S$, $d_1d_2$ the gcd of its $2\times2$ minors, and $d_1d_2d_3=N$.

\emph{Proof.} Swapping two rows, changing the sign of a row and adding an integer multiple of one row to another are left multiplications by unimodular matrices; the same operations on columns are right multiplications. Move a nonzero entry of least modulus to position $(1,1)$ and call it $p$. Subtract multiples of the first row and column so that the other entries of the first column and row become remainders modulo $p$. A nonzero remainder has modulus below $|p|$, and the step is repeated with a smaller pivot. If all remainders vanish but some other entry is not divisible by $p$, add its row to the first row; $p$ is unchanged because the first column is cleared, and the next column reduction leaves a nonzero remainder, hence again a smaller pivot. A positive integer cannot decrease forever, so the process ends with the first row and column cleared and $p$ dividing all remaining entries. The remaining $2\times2$ block is nonsingular and is treated in the same way; integer combinations of multiples of $p$ stay multiples of $p$, which gives $d_1|d_2|d_3$, and row signs make the $d_i$ positive.

A $j\times j$ minor is multilinear and alternating in its rows, so each minor of $US$ is an integer combination of $j\times j$ minors of $S$, and conversely because $U^{-1}$ is integer. The gcd of the minors is therefore unchanged by $U$, and by the same argument on columns by $V$. For $D$ the gcd of the entries is $d_1$; the nonzero $2\times2$ minors are $d_1d_2$, $d_1d_3$, $d_2d_3$, all multiples of $d_1d_2$; and the determinant is $d_1d_2d_3$. $\square$

\paragraph{Proof of (a) and (b).} By Lemma 1, $\mathbf k$ folds onto $\mathbf K$ if and only if $\mathbf g=\mathbf k-\mathbf K\in L_s^*$, that is $\mathbf g=mS^{-T}B$ with $m\in\mathbb Z^3$. From $S=U^{-1}DV^{-1}$ follows $S^{-1}=VD^{-1}U$ and
\begin{equation}
S^{-T}=U^TD^{-1}V^T,\qquad \mathbf g=nD^{-1}V^TB,\qquad n=mU^T .
\end{equation}
As $m$ runs over $\mathbb Z^3$ so does $n$. The additive map $n\mapsto\mathbf g_n \bmod L^*$ is onto $\mathcal G$. Its kernel consists of the $n$ with $nD^{-1}V^T$ integer; since $V^T$ is unimodular this means $nD^{-1}$ integer, or $d_i|n_i$ for each $i$. Hence $\mathcal G\cong\mathbb Z^3/\mathbb Z^3D=\mathbb Z_{d_1}\times\mathbb Z_{d_2}\times\mathbb Z_{d_3}$, of order $d_1d_2d_3=N$ by Lemma 2. $\square$

\paragraph{Remark 1 (coset, not group).} The sum of two folded points, $2\mathbf K+\mathbf g+\mathbf g'$, folds onto $\mathbf K$ only if $\mathbf K\in L_s^*$. The folded set is thus the coset $\mathbf K+\mathcal G$, and a group only at the supercell zone centre. For $\mathbf K=(0.1,0.2,0.3)B_s$ the mismatch phase on the third supercell vector is $e^{2\pi i\,(0.3)}$, and $|e^{2\pi i\,(0.3)}-1|=2\sin(0.3\pi)=1.618$.

\paragraph{Remark 2 (the order does not fix the group).} In $\mathbb Z_d$ put $\gamma=\gcd(j,d)$. Then $d|jn$ is equivalent to $(d/\gamma)|(j/\gamma)n$, hence to $(d/\gamma)|n$ because $d/\gamma$ and $j/\gamma$ are coprime, and this has $\gamma$ solutions. So $j\mathbf g=0$ has $\prod_i\gcd(j,d_i)$ solutions in $\mathcal G$. For $d=(1,2,2)$ and $j=2$ the number is 4, for $d=(1,1,4)$ it is 2: two supercells of four cells can sample the zone on non-isomorphic groups. For diagonal $S$, $S^{-T}=S^{-1}$ is diagonal and the points are the $\Gamma$-centred mesh $\sum_i m_i\mathbf b_i/S_{ii}$.

\paragraph{Lemma 3 (orthogonality).} $L/L_s$ has $N$ classes, with representatives $\mathbf t_l=lV^{-1}A$, $0\le l_i<d_i$. For any choice of representatives,
\begin{equation}
\sum_{\mathbf t}e^{i(\mathbf g'-\mathbf g)\cdot\mathbf t}=N\delta_{\mathbf g\mathbf g'} .
\label{eq:orth}
\end{equation}

\emph{Proof.} Since $U^{-1}$ and $V^{-1}$ are unimodular, $L_s=\mathbb Z^3U^{-1}DV^{-1}A=\mathbb Z^3DV^{-1}A$ and $L=\mathbb Z^3V^{-1}A$. So $lV^{-1}A\in L_s$ exactly when $d_i|l_i$, which gives the list and the count. With $BA^T=2\pi I$,
\begin{equation}
\mathbf g_n\cdot\mathbf t_l=nD^{-1}V^T\,BA^T\,V^{-T}l^T=2\pi\sum_i\frac{n_il_i}{d_i}.
\label{eq:pair}
\end{equation}
The sum in \eqref{eq:orth} factorizes into $\prod_i\sum_{l_i=0}^{d_i-1}z_i^{\,l_i}$ with $z_i=e^{2\pi i(n_i'-n_i)/d_i}$. If $n_i'=n_i$ the factor is $d_i$. Otherwise $0<|n_i'-n_i|<d_i$, so $z_i\ne1$, and the factor is $(z_i^{d_i}-1)/(z_i-1)=0$. Replacing $\mathbf t$ by $\mathbf t+\mathbf T$ changes no term, by Lemma 1. $\square$

Equation \eqref{eq:pair} says that the phases $e^{i\mathbf g\cdot\mathbf t}$ are the characters of $L/L_s$, and that their table is the Kronecker product of discrete Fourier matrices of sizes $d_1,d_2,d_3$.

\section{Block diagonalization}

\paragraph{Proof of (c).} $W$ is square of size $Nn_b$ by (a) and Lemma 3. In $(W^\dagger W)_{\mathbf g\mu,\mathbf g'\nu}=\delta_{\mu\nu}N^{-1}\sum_{\mathbf t}e^{-i(\mathbf K+\mathbf g)\cdot\mathbf t}e^{i(\mathbf K+\mathbf g')\cdot\mathbf t}$ the factors with $\mathbf K$ cancel and \eqref{eq:orth} gives the identity. Write $\mathbf k=\mathbf K+\mathbf g$, $\mathbf k'=\mathbf K+\mathbf g'$. Then
\begin{align}
(W^\dagger H_sW)_{\mathbf g,\mathbf g'}
&=\frac1N\sum_{\mathbf t,\mathbf t',\mathbf T}e^{-i\mathbf k\cdot\mathbf t}\,e^{i\mathbf K\cdot\mathbf T}\,h(\mathbf T+\mathbf t'-\mathbf t)\,e^{i\mathbf k'\cdot\mathbf t'}\nonumber\\
&=\frac1N\sum_{\mathbf t}e^{-i\mathbf k\cdot\mathbf t}\sum_{\mathbf t',\mathbf T}e^{i\mathbf k'\cdot(\mathbf T+\mathbf t')}\,h(\mathbf T+\mathbf t'-\mathbf t)\nonumber\\
&=\frac1N\sum_{\mathbf t}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf t}\sum_{\mathbf R\in L}e^{i\mathbf k'\cdot\mathbf R}h(\mathbf R)
=\delta_{\mathbf g\mathbf g'}H(\mathbf K+\mathbf g).
\end{align}
The second line uses $e^{i\mathbf K\cdot\mathbf T}=e^{i\mathbf k'\cdot\mathbf T}$, the folding condition. The third sets $\mathbf R=\mathbf T+\mathbf t'-\mathbf t$, which at fixed $\mathbf t$ runs once over $L$ as $(\mathbf T,\mathbf t')$ runs over all pairs; the inner sum is independent of $\mathbf t$ only because $h$ depends on the difference alone. The last step is \eqref{eq:orth} and \eqref{eq:Hk}. Replacing $h$ by $o$ gives the statement for the overlap. $\square$

Consequently $\det(H_s-EO_s)=\prod_{\mathbf g}\det[H(\mathbf K+\mathbf g)-EO(\mathbf K+\mathbf g)]$: the supercell spectrum is the union, with multiplicity, of the $N$ primitive spectra. Shifting $\mathbf g$ by an element of $L^*$ leaves $W$ unchanged, since $\mathbf t\in L$.

\paragraph{Remark 3 (symmetry).} Translation by $\mathbf a\in L$ maps $c(\mathbf R)$ to $c(\mathbf R-\mathbf a)$. The basis vector $\mathbf t$ has the value $e^{i\mathbf K\cdot\mathbf T'}$ at $\mathbf T'+\mathbf t$. With $\mathbf t+\mathbf a=\mathbf t'+\mathbf T$, the translated vector carries that value at $(\mathbf T'+\mathbf T)+\mathbf t'$, and $e^{i\mathbf K\cdot\mathbf T'}=e^{-i\mathbf K\cdot\mathbf T}e^{i\mathbf K\cdot(\mathbf T'+\mathbf T)}$. So $(P_{\mathbf a})_{\mathbf t'\mathbf t}=e^{-i\mathbf K\cdot\mathbf T}$, a permutation with phases. A column of $W$ extends to $c(\mathbf R)\propto e^{i\mathbf k\cdot\mathbf R}$ and has eigenvalue $e^{-i\mathbf k\cdot\mathbf a}$. By Lemma 1 inequivalent $\mathbf k$ differ in this eigenvalue for at least one $\mathbf a_j$, so the blocks are the joint eigenspaces of $P_{\mathbf a_1},P_{\mathbf a_2},P_{\mathbf a_3}$, which commute with $H_s$ by \eqref{eq:inv}. Levels of different blocks therefore cross without repulsion as $\mathbf K$ varies.

\paragraph{Lemma 4 (plane waves).} For a local potential with the periodicity of $L$, the supercell matrix $\tfrac12|\mathbf K+\mathbf Q|^2\delta_{\mathbf Q\mathbf Q'}+V(\mathbf Q-\mathbf Q')$, with $\mathbf Q,\mathbf Q'\in L_s^*$ and $\tfrac12|\mathbf K+\mathbf Q|^2<E_{\rm cut}$, is brought by a permutation to the direct sum of the primitive matrices at $\mathbf K+\mathbf g$ with the same cutoff.

\emph{Proof.} Let $V(\mathbf Q)=\Omega_s^{-1}\int V(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}d^3r$ over the supercell of volume $\Omega_s=N\Omega$. The integrand is periodic under $L_s$, so the substitution $\mathbf r\to\mathbf r+\mathbf a$ leaves the integral unchanged; with $V(\mathbf r+\mathbf a)=V(\mathbf r)$ this gives $V(\mathbf Q)=e^{-i\mathbf Q\cdot\mathbf a}V(\mathbf Q)$ for all $\mathbf a\in L$. By Lemma 1, $V(\mathbf Q)=0$ unless $\mathbf Q\in L^*$. For $\mathbf Q\in L^*$ the integrand is periodic under $L$, and the integral is $N$ times that over a primitive cell, so $V(\mathbf Q)$ is the primitive coefficient. Each $\mathbf Q$ is uniquely $\mathbf g+\mathbf G$ with $\mathbf G\in L^*$; only equal $\mathbf g$ are coupled, and the kinetic energy and the cutoff condition depend on $\mathbf K+\mathbf g+\mathbf G$ alone. $\square$

We have listed the $N$ wave vectors that fold onto $\mathbf K$ and shown that, for a Hamiltonian and overlap invariant under $L$, the supercell matrices are exactly equivalent to the direct sum of the primitive ones at these points. What remains is to draw the consequences for zone averages, to see how the block form is lost when the invariance fails, and to test the results on worked examples.
